# Doppler S and W parameters of positrons with one vacancy type, part 2

Positrons in germanium annihilate either in the delocalised bulk state (index \(b\)) or in a vacancy of one type (index \(v\)). The measured photon energy minus 511 keV is \(x\). \(S\) and \(W\) are the shares of all peak counts in a central window and in two wing windows. A pair with momentum component \(p_L\) towards the detector gives the true shift \(y=p_Lc/2\), where \(c\) is the speed of light.

All positrons start in the bulk state, annihilate there at the rate \(\lambda_b\) and are trapped at the rate \(\kappa=\mu C\), where \(C\) is the vacancy concentration and \(\mu\) the trapping coefficient. The escape rate is \(\delta\). A share \(\eta\) annihilates in vacancies; if \(C\) is uneven, its mean \(\bar\eta\) takes its place in \(S\) and \(W\).

Part (b):
\[
S=(1-\eta)S_b+\eta S_v,\qquad W=(1-\eta)W_b+\eta W_v .
\]
Part (c), for uniform \(C\) and \(\delta=0\):
\[
\eta=\frac{\kappa}{\lambda_b+\kappa}=\frac{\mu C}{\lambda_b+\mu C}.
\]
Part (d):
\[
\boxed{\,W-W_b=m\,(S-S_b),\qquad m=\frac{W_v-W_b}{S_v-S_b}\,}
\]
Escape changes only \(\eta\), the position on this line. (In the escape-rate formula of part (k), \(m\) is instead the electron mass.)

Part (e), for uniform \(C\) and \(\delta=0\):
\[
C=\frac{\lambda_b}{\mu}\,\frac{\eta}{1-\eta}=\frac{\lambda_b}{\mu}\,\frac{S-S_b}{S_v-S},
\]
\[
\frac{dC}{C}=\left(\frac1\eta+\frac1{1-\eta}\right)d\eta=\frac{d\eta}{\eta(1-\eta)},\qquad d\eta=\frac{dS}{S_v-S_b}.
\]

**Part (f): which end points does a simple model of germanium give?** The S window is \(|x|<0.8\) keV and the W window is \(2.8<|x|<5.0\) keV. The detector error is Gaussian with a full width at half maximum of 1.2 keV, or a standard deviation \(\sigma=0.51\) keV. Core electrons give a Gaussian of standard deviation 2.8 keV. Their share \(q\) of the annihilations is 0.100 in the bulk and 0.075 in a divacancy-like defect. The free-electron valence edge is \(\varepsilon_b=1.71\) keV in the bulk and 5% lower, 1.63 keV, at the defect. Find the end points \((S_b,W_b)\) and \((S_v,W_v)\), and explain the sign of \(m\).

**Solution.** Valence momenta fill a sphere of radius \(p_F\) uniformly. The slice at longitudinal momentum \(p_L\) has the area \(\pi(p_F^2-p_L^2)\), and the sphere has the volume \(4\pi p_F^3/3\). Dividing, and changing to the shift \(y=p_Lc/2\) with edge \(\varepsilon=p_Fc/2\), gives the density

\[
g_{\rm val}(y)=\frac{3}{4\varepsilon}\left(1-\frac{y^2}{\varepsilon^2}\right),\qquad |y|<\varepsilon .
\]

This is smeared with the detector error and integrated over the windows by numerical quadrature. The core part stays Gaussian, with standard deviation \(\sqrt{2.8^2+0.51^2}=2.85\) keV. The sum of both parts gives

\[
(S_b,W_b)=(0.5525,\,0.0250),\qquad (S_v,W_v)=(0.5795,\,0.0188),
\]

and \(m=-0.233\). Relative to the bulk, \(S\) rises by 4.9% and \(W\) falls by 25%.

The wings are nearly pure core signal. A Gaussian of width 2.85 keV has a share 0.246 in the W window. The core part of \(W_b\) is thus \(0.100\times0.246=0.0246\), out of 0.0250 in all. The fall of \(W\) therefore follows the fall of the core share from 0.100 to 0.075.

The rise of \(S\) has two sources. The core Gaussian has a share 0.221 in the S window. Removing \(0.100\times0.221\) from \(S_b\) and dividing by 0.900 gives 0.589 for the bulk valence part. The same step at the vacancy gives 0.609. Replacing core by valence annihilation adds \(0.025\times(0.589-0.221)\simeq0.009\). The narrower valence part adds \(0.925\times(0.609-0.589)\simeq0.018\). Together they make up the total of 0.027. In this model each change alone raises \(S\) and lowers \(W\), so each alone makes \(m\) negative. The lower core share alone gives a slope of \(-0.67\), the narrower valence part alone \(-0.008\). The core share supplies nearly all of the fall of \(W\), and the narrowing adds to the rise of \(S\), which flattens the slope to \(-0.233\).

### (g) Do simulated positrons follow the line?

Use rough typical values: a bulk lifetime of 230 ps and \(\mu=3\times10^{-8}\ \text{cm}^3/\text{s}\). Calculate the point for \(C=10^{17}\ \text{cm}^{-3}\) and compare the line with a simulation of single positrons.

**Solution.** The bulk rate is \(\lambda_b=1/(0.230\ \text{ns})=4.348\ \text{ns}^{-1}\), and \(\kappa=3\times10^{9}\ \text{s}^{-1}=3.00\ \text{ns}^{-1}\). Hence

\[
\eta=\frac{3.00}{4.348+3.00}=0.408,
\]
\[
S=0.55253+0.4083\times0.02701=0.5636,\qquad W=0.02504-0.4083\times0.00629=0.0225 .
\]

From \(10^{15}\) to \(10^{19}\ \text{cm}^{-3}\) the share \(\eta\) grows from 0.007 to 0.986, so this range covers almost the whole segment.

In the simulation each positron receives a random trapping time and a random bulk annihilation time, and the earlier one decides its state. It then receives an electron momentum, drawn from the filled sphere or the core Gaussian, and a random detector error. Counts in the windows give \(S\) and \(W\). Neither the formula for \(\eta\) nor that of the line is used.

The deviation from the line is measured by

\[
d=W-W_b-m(S-S_b).
\]

Its counting error for \(N\) peak counts follows from the variances \(S(1-S)/N\) and \(W(1-W)/N\). The covariance is \(-SW/N\), since one count cannot lie in both windows. Thus

\[
\sigma_d^2=\frac{W(1-W)+m^2S(1-S)+2mSW}{N}.
\]

With two million positrons per point, \(\sigma_d=1.2\times10^{-4}\), which is 2% of the range \(W_b-W_v=0.0063\). For \(C=10^{16}\), \(10^{17}\) and \(10^{18}\ \text{cm}^{-3}\) the simulated \(d\) is \(-0.3\), \(-1.3\) and \(-0.7\) in units of \(10^{-4}\). All three agree with zero within about one standard error. The largest departure of a single parameter is that of \(S\) at \(10^{18}\ \text{cm}^{-3}\): 0.5754 instead of 0.5761, about two standard errors.

### (h) How well can the concentration be read from the line?

Consider \(10^6\) peak counts and exactly known end points. Then treat a sample in which half the positrons stop in a layer with \(10^{16}\) and half in a layer with \(10^{18}\) vacancies per cm³.

**Solution.** At \(C=10^{17}\ \text{cm}^{-3}\) the counting error of \(S\) is \(\sqrt{0.564\times0.436/10^6}=4.96\times10^{-4}\). Division by \(S_v-S_b=0.0270\) gives \(d\eta=0.0184\), and part (e) gives

\[
\frac{dC}{C}=\frac{0.0184}{0.408\times0.592}\simeq 8\%.
\]

This uses \(S\) alone. \(W\) alone gives about 10%, and both together, with their covariance, about 6%. At \(10^{15}\ \text{cm}^{-3}\) the formula for \(S\) gives more than 200%, and at \(10^{19}\ \text{cm}^{-3}\) more than 100%. Such values lie outside the range of a linear error estimate. They show that a single measurement then yields only an upper or a lower limit for \(C\).

For the two layers, diffusion between them is neglected. This requires layers much thicker than the distance a positron typically diffuses, about 0.2 µm in the cleaner layer for the diffusion coefficient used in part (k). Then \(\bar\eta=(0.0646+0.8734)/2=0.469\). With \(\lambda_b/\mu=1.45\times10^{17}\ \text{cm}^{-3}\) the apparent concentration is

\[
C_{\rm app}=1.45\times10^{17}\ \text{cm}^{-3}\times\frac{0.469}{0.531}=1.28\times10^{17}\ \text{cm}^{-3}.
\]

The true mean is \(5.05\times10^{17}\ \text{cm}^{-3}\), four times as large. The simulated point for this sample has \(d=-0.2\times10^{-4}\), well within its standard error of \(1.2\times10^{-4}\). The line therefore gives no warning that the concentration is uneven.

### (i) Does the line survive if the tails of the peak are cut off?

In practice the "total" is counted in a finite window, here \(|x|<5.0\) keV. Let \(T_b\) and \(T_v\) be the shares of the two spectra inside it. Find the new relation.

**Solution.** Both parameters are now divided by the same total,

\[
T=(1-\eta)T_b+\eta T_v,\qquad S'=\frac{(1-\eta)S_b+\eta S_v}{T},
\]

and likewise for \(W'\). The pure states give \(S_b'=S_b/T_b\) and \(S_v'=S_v/T_v\). Substituting \(S_b=T_bS_b'\) and \(S_v=T_vS_v'\),

\[
S'=(1-\eta')S_b'+\eta'S_v',\qquad \eta'=\frac{\eta T_v}{T},
\]

because \(1-\eta'=(T-\eta T_v)/T=(1-\eta)T_b/T\). The same \(\eta'\) appears in \(W'\). The points again lie on a straight line, between slightly shifted end points. The position along it is the share among the counts inside the total window, not among all positrons.

In the example \(T_b=0.9921\) and \(T_v=0.9941\). At \(10^{17}\ \text{cm}^{-3}\) this changes the share from 0.4083 to 0.4088, which is negligible beside the counting error of 0.018. The slope changes more, from \(-0.233\) to \(-0.245\), so end points and samples must be normalised with the same total window.

### (j) What does a second vacancy type do?

Add a second type with trapping rate \(\kappa_2\) and pure values \((S_2,W_2)\). Neglect escape. Treat first a fixed \(\kappa_2\), then a fixed ratio \(r=\kappa_2/\kappa\).

**Solution.** The bulk state now empties at the rate \(\lambda_b+\kappa+\kappa_2\), so its time integral is the inverse of this sum. The shares are

\[
\eta_1=\frac{\kappa}{\lambda_b+\kappa+\kappa_2},\qquad
\eta_2=\frac{\kappa_2}{\lambda_b+\kappa+\kappa_2}.
\]

The displacement from the bulk point is \(\eta_1\) times that of the first type plus \(\eta_2\) times that of the second. The first part lies along the line and adds nothing to \(d\). What remains is

\[
d=\eta_2d_2,\qquad d_2=W_2-W_b-m(S_2-S_b).
\]

Let the second type have a valence edge 1% below \(\varepsilon_b\), a core share of 0.080, the same \(\mu\), and a fixed concentration of \(10^{17}\ \text{cm}^{-3}\). With \(C=10^{15}\ \text{cm}^{-3}\) of the first type, \(\eta_2=3.00/(4.35+0.03+3.00)=0.41\) and \(d=-9.8\times10^{-4}\). This is over five times the counting error \(1.8\times10^{-4}\) for \(10^6\) counts at the bulk point. At \(C=10^{19}\ \text{cm}^{-3}\) the first type captures nearly all positrons, and \(d\) shrinks to \(-0.2\times10^{-4}\). At fixed \(\kappa_2\) the bulk and the second type contribute in the fixed proportion \(\lambda_b:\kappa_2\), and only the weight of the first type changes with \(C\). The points therefore lie on another straight line, which misses the bulk point and meets the original line at the vacancy point, approached only at high \(C\).

For a fixed ratio, \(\kappa_2=r\kappa\), both displacements have a common factor:

\[
\begin{pmatrix}S-S_b\\W-W_b\end{pmatrix}
=\frac{\kappa}{\lambda_b+(1+r)\kappa}
\begin{pmatrix}(S_v-S_b)+r(S_2-S_b)\\(W_v-W_b)+r(W_2-W_b)\end{pmatrix}.
\]

The vector on the right does not depend on \(C\), so the points lie on a straight line through the bulk point. For \(r=1/2\) its slope is \(-0.270\) instead of \(-0.233\). A straight line is thus a consequence of a single vacancy type but no proof of it. A second type also goes unseen if its own point lies on the line, since then \(d_2=0\).

### (k) How large are the other departures in this example?

Consider escape from the vacancy, annihilation at the surface, a drift of the detector and leftover background. Compare each shift \(d\) with the counting error \(1.8\times10^{-4}\).

**Solution.** *Escape.* In thermal equilibrium without annihilation, trapping and escape balance. With one bound state of binding energy \(E_B\), this gives

\[
\delta=\mu\left(\frac{mk_BT}{2\pi\hbar^2}\right)^{3/2}e^{-E_B/k_BT},
\]

where \(T\) here is the temperature and the free-electron mass is used for the positron. For 300 K and a rough binding energy of 1 eV, \(\delta=6\times10^{-6}\ \text{s}^{-1}\), against annihilation rates of order \(10^{9}\ \text{s}^{-1}\). Escape from so deep a trap is negligible. For a shallow trap with \(E_B=0.1\) eV the same formula gives \(8\times10^{9}\ \text{s}^{-1}\), which is not negligible. By part (d) escape does not bend the line in either case.

*Surface.* A positron that starts at depth \(z\) reaches an absorbing surface with a probability \(h(z)\) that obeys \(D_+h''=(\lambda_b+\kappa)h\), where \(D_+\) is the diffusion coefficient. With \(h(0)=1\) and \(h\to0\) at large depth,

\[
h=e^{-z/L},\qquad L=\sqrt{\frac{D_+}{\lambda_b+\kappa}} .
\]

For \(D_+=1.5\ \text{cm}^2/\text{s}\) and \(C=10^{15}\ \text{cm}^{-3}\), \(L=185\) nm. A 25 keV beam has a mean depth of about 1300 nm in germanium. Averaging \(h\) over the implantation profile \((2z/z_0^2)\,e^{-(z/z_0)^2}\) with this mean depth gives a surface share \(J=0.029\). The value depends on the assumed shape: the exponent 1.6 in place of 2, at the same mean depth, gives 0.048. As in part (j), \(d\) is \(J\) times the distance of the surface point from the line. For the surface spectrum assumed here, with edge 1.54 keV and core share 0.070, \(d=+1.0\times10^{-4}\). At \(10^{19}\ \text{cm}^{-3}\), \(L\) is 22 nm and \(J\) falls to about 0.0005 for the exponent 2, or 0.002 for the exponent 1.6. A beam of lower energy stops closer to the surface, and \(J\) is then larger: at 10 keV and \(10^{15}\ \text{cm}^{-3}\), \(J\simeq0.27\) and \(d\simeq+9\times10^{-4}\).

*Resolution.* If the detector width grows by 1% between two runs, the bulk point moves off the line by \(-2.0\times10^{-4}\), about one counting error.

*Background.* Let a flat background of \(10^{-4}\) of the peak counts per keV remain. It adds \(1.6\times10^{-4}\) to the S counts, \(4.4\times10^{-4}\) to the W counts and \(10^{-3}\) to the total, all relative to the peak. The bulk point moves by \(d=+3.2\times10^{-4}\). If the background is the same fraction of the peak counts in all samples, every point undergoes the same scaling and shift, and the points stay on one, slightly displaced, line. If it varies from sample to sample, the points scatter.

**The model and real germanium.** The lifetimes, \(\mu\), \(D_+\) and the binding energy are rough typical values, while the line shapes are assumptions. Real valence electrons in a semiconductor have no sharp free-electron edge, and the core signal is not a Gaussian. The end points and \(m\) are therefore not predictions for germanium; they also depend on the chosen windows. A concentration of \(10^{19}\ \text{cm}^{-3}\) stands for very heavy damage. The assumption of a single defect type may fail: irradiated or doped germanium can hold several vacancy complexes, and a change of charge state may alter the annihilation spectrum. For the assumed second type and a 25 keV beam, the second type gives the largest departure, about 16% of the full range of \(W\); at 10 keV the surface gives a shift of similar size and opposite sign. A change of charge state that alters \(\mu\) but not the spectrum moves points along the line and leaves the line itself in place. The numerical output lists the values used.

## Values computed for the example and the checks

```
INPUTS (Ge values rough; shapes are a model)
temperature 300 K, lattice 0.566 nm
lifetimes: bulk 230 ps, vacancy 320 ps
trapping coefficient mu = 3.0e-08 cm^3/s
resolution FWHM 1.2 keV, sigma 0.5096 keV
S window |dE| < 0.8 keV
W window 2.8 < |dE| < 5.0 keV
core Gaussian sigma 2.8 keV
valence density 1.765e+23 cm^-3
Fermi wave number 17.35 nm^-1
bulk: edge 1.7121 keV, core share 0.100
vacancy: edge 1.6265 keV, core share 0.075
second type: edge 1.6950 keV, core share 0.080
surface: edge 1.5409 keV, core share 0.070
END POINTS AND LINE (no unit)
bulk:    S_b = 0.55253, W_b = 0.02504
vacancy: S_v = 0.57954, W_v = 0.01875
S_v/S_b = 1.0489, W_v/W_b = 0.7487
slope m = -0.23303
bulk annihilation rate 4.3478 ns^-1
C (cm^-3), kappa (ns^-1), eta, S, W
1e+15    0.0300 0.00685 0.55272 0.02500
1e+16    0.3000 0.06455 0.55427 0.02464
1e+17    3.0000 0.40828 0.56356 0.02247
1e+18   30.0000 0.87342 0.57612 0.01955
1e+19  300.0000 0.98571 0.57915 0.01884
MONTE CARLO, 2000000 positrons per point
C (cm^-3), S, W, W off line, its standard error
1e16      0.55412 0.02464 -3.1e-05 1.2e-04
1e17      0.56328 0.02241 -1.3e-04 1.2e-04
1e18      0.57538 0.01965 -7.1e-05 1.2e-04
1e16|1e18 0.56509 0.02209 -2.4e-05 1.2e-04
two layers: mean C 5.050e+17 cm^-3
two layers: eta 0.4690, apparent C 1.280e+17 cm^-3
NEGLECTED EFFECTS (shifts of W off the line)
counting error, 1e6 counts, bulk point: 1.77e-04
second type at 1e+17 cm^-3, C = 1e15 to 1e19 cm^-3:
  from -9.84e-04 to -2.36e-05
second type at half of C: slope -0.27032
resolution 1% wider, bulk point: -1.98e-04
background 1e-04 per keV: +3.23e-04
beam 25 keV, mean depth 1296 nm
diffusion coefficient 1.5 cm^2/s
diffusion length: 185 nm at 1e15 cm^-3, 22 nm at 1e19
surface share: 0.0294 at 1e15 cm^-3, 0.00046 at 1e19
surface shift at 1e15 cm^-3: +9.99e-05
escape rate, binding 1.0 eV: 6.0e-06 s^-1
total window 5.0 keV: T_b 0.99211, T_v 0.99408
eta at 1e17 cm^-3: true 0.40828, cut window 0.40876
```
